**Nucleation barrier between two model silicides**

The program examines the barrier $W^*=16\pi\gamma^3/(3\Delta g^2)$ and its divergence near the equilibrium temperature $T_0$; $\gamma$ is the interfacial energy per area and $\Delta g$ the free energy released per volume. It maximizes the work of a sphere numerically, with area and volume from quadrature, and asserts the critical radius, the barrier, the curvature at the top and the one-third relation to the surface cost. It also asserts that the work rises steadily over the sampled radii at and below equilibrium, and that two spheroids have higher barriers than the sphere. The entropy difference, computed from level populations, is asserted to match the slope of $\Delta g$ and to give the inverse-square law 1 K above and below $T_0$. Further assertions cover lenses at three contact angles, the strain shift, a through-film cylinder, and the leading onset estimate at a reduced $\gamma$. For the chosen parameters the output gives $T_0=911.5$ K and a barrier that falls from 1007 eV at 10 K above $T_0$ to 10.0 eV at 100 K above it. The criterion $W^*/kT=60$ is met 136 K above $T_0$.

## Verification by program

```python
"""Nucleation of silicide beta inside silicide alpha.

Result under test: the work W(r) = gamma*area - dg*volume of a sphere has the
barrier W* = 16 pi gamma^3 / (3 dg^2) at r* = 2 gamma/dg.  Near the equilibrium
temperature T0, dg = ds*(T-T0), so W* diverges as (T-T0)^(-2).
gamma: interface energy per area (eV/nm^2); dg: free energy released per volume
(eV/nm^3); ds: entropy density of beta minus that of alpha (eV/nm^3/K).
The two phases are model Einstein solids with equal volume per formula unit.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
kB = constants.k / constants.e               # eV/K
hartree = constants.physical_constants["Hartree energy in eV"][0]

gamma = 0.3                                  # eV/nm^2
cell_volume = 0.04                           # nm^3 per formula unit
modes = 9                                    # oscillators per formula unit
quantum_alpha, quantum_beta = 0.038, 0.034   # eV
static_offset = 0.08                         # eV, beta above alpha
onset_ratio = 60.0                           # chosen W*/(kB T) at onset
strain_energy = 0.05                         # eV/nm^3
film_thickness = 20.0                        # nm


def free_energy(quantum, T):
    """Closed-form vibrational free energy per formula unit."""
    return modes * (quantum / 2 + kB * T * np.log(-np.expm1(-quantum / (kB * T))))


def driving_force(T):
    difference = free_energy(quantum_alpha, T) - free_energy(quantum_beta, T)
    return (difference - static_offset) / cell_volume


def entropy_from_levels(quantum, T):
    """Entropy per formula unit from explicit level populations."""
    exponent = np.arange(1000) * quantum / (kB * T)
    weights = np.exp(-exponent)
    total = weights.sum()
    populations = weights / total
    return modes * kB * np.sum(populations * (exponent + np.log(total)))


def spheroid_area(a, c):
    def strip(t):
        return a * np.sin(t) * np.hypot(a * np.cos(t), c * np.sin(t))
    return 2 * pi * quad(strip, 0, pi)[0]


def spheroid_volume(a, c):
    return pi * quad(lambda t: a**2 * c * np.sin(t)**3, 0, pi)[0]


def spheroid_work(r, dg, aspect=1.0):
    return (gamma * spheroid_area(r, aspect * r)
            - dg * spheroid_volume(r, aspect * r))


def find_maximum(work):
    """Locate the top of a work curve that rises from zero and then falls."""
    upper = 1.0
    while work(upper) > 0:
        upper *= 2
    found = minimize_scalar(lambda r: -work(r), bounds=(0, upper),
                            method="bounded", options={"xatol": 1e-8 * upper})
    return found.x, -found.fun


def sphere_radius(dg):
    return 2 * gamma / dg


def sphere_barrier(dg, interface=gamma):
    return 16 * pi * interface**3 / (3 * dg**2)


# Equilibrium temperature and entropy difference
T0 = brentq(driving_force, 300, 2000, xtol=1e-10)
ds = (entropy_from_levels(quantum_beta, T0)
      - entropy_from_levels(quantum_alpha, T0)) / cell_volume
slope = (driving_force(T0 + 0.1) - driving_force(T0 - 0.1)) / 0.2
assert ds > 0
assert abs(slope / ds - 1) < 1e-5

# Sphere: numerical maximum of the work against the closed formulas
for overshoot in (10.0, 50.0, 150.0):
    dg = driving_force(T0 + overshoot)
    r_top, w_top = find_maximum(lambda r: spheroid_work(r, dg))
    assert abs(r_top / sphere_radius(dg) - 1) < 1e-5
    assert abs(w_top / sphere_barrier(dg) - 1) < 1e-8
    assert abs(w_top / (gamma * spheroid_area(r_top, r_top)) - 1 / 3) < 1e-5
    step = 1e-3 * r_top
    curvature = (spheroid_work(r_top + step, dg) - 2 * spheroid_work(r_top, dg)
                 + spheroid_work(r_top - step, dg)) / step**2
    assert abs(curvature / (-8 * pi * gamma) - 1) < 1e-4

# No critical nucleus at or below equilibrium
for dg in (0.0, driving_force(T0 - 50)):
    curve = [spheroid_work(r, dg) for r in np.linspace(0.1, 100, 200)]
    assert np.all(np.diff(curve) > 0)

# Other shapes: same power of dg, larger barrier than the sphere
dg_example = driving_force(T0 + 100)
spheroid_ratios = {}
for aspect in (0.5, 2.0):
    _, w_top = find_maximum(lambda r: spheroid_work(r, dg_example, aspect))
    A, V = spheroid_area(1, aspect), spheroid_volume(1, aspect)
    general = 4 * A**3 * gamma**3 / (27 * V**2 * dg_example**2)
    assert abs(w_top / general - 1) < 1e-8
    spheroid_ratios[aspect] = w_top / sphere_barrier(dg_example)
    assert spheroid_ratios[aspect] > 1

# Divergence law, with ds taken from the level populations
coefficient = 16 * pi * gamma**3 / (3 * ds**2)      # eV K^2
_, w_near = find_maximum(lambda r: spheroid_work(r, driving_force(T0 + 1)))
assert abs(w_near / coefficient - 1) < 0.005
_, w_reverse = find_maximum(lambda r: spheroid_work(r, -driving_force(T0 - 1)))
assert abs(w_reverse / coefficient - 1) < 0.005


def local_power(overshoot):
    high = sphere_barrier(driving_force(T0 + 1.01 * overshoot))
    low = sphere_barrier(driving_force(T0 + overshoot / 1.01))
    return np.log(high / low) / (2 * np.log(1.01))


assert abs(local_power(1.0) + 2) < 0.005


# Overshoot needed for nucleation
def onset_overshoot(interface):
    def mismatch(d):
        T = T0 + d
        return np.log(sphere_barrier(driving_force(T), interface)
                      / (onset_ratio * kB * T))
    return brentq(mismatch, 0.01, 1000)


def estimated_overshoot(interface):
    return np.sqrt(16 * pi * interface**3 / (3 * ds**2 * onset_ratio * kB * T0))


onset = onset_overshoot(gamma)
onset_estimate = estimated_overshoot(gamma)
small = 0.1 * gamma
assert abs(onset_overshoot(small) / estimated_overshoot(small) - 1) < 0.01

# Lens on a parent boundary: maximum over size, then minimum over shape
lens_factors = {}
for cosine in (0.25, 0.5, 0.75):
    boundary = 2 * gamma * cosine

    def lens_barrier(t):
        def work(a):
            h = t * a
            area_cost = 2 * gamma * pi * (a**2 + h**2) - boundary * pi * a**2
            return area_cost - dg_example * pi * h * (3 * a**2 + h**2) / 3
        return find_maximum(work)[1]

    best = minimize_scalar(lens_barrier, bounds=(0.1, 1.5), method="bounded")
    lens_factors[cosine] = best.fun / sphere_barrier(dg_example)
    formula = (2 + cosine) * (1 - cosine)**2 / 2
    assert abs(lens_factors[cosine] / formula - 1) < 1e-5

# Strain moves the temperature at which the barrier diverges
T_strained = brentq(lambda T: driving_force(T) - strain_energy, T0, T0 + 500)
strain_shift = T_strained - T0
assert abs(strain_shift / (strain_energy / ds) - 1) < 0.02

# Cylinder through a thin film with neutral top and bottom faces
dg_film = driving_force(T0 + 10)
r_film, w_film = find_maximum(
    lambda r: 2 * pi * r * film_thickness * gamma
    - pi * r**2 * film_thickness * dg_film)
assert abs(r_film / (gamma / dg_film) - 1) < 1e-5
assert abs(w_film / (pi * gamma**2 * film_thickness / dg_film) - 1) < 1e-8

# Report
joule_per_m2 = constants.e / 1e-18
print(f"interface energy gamma = {gamma:.3f} eV/nm^2")
print(f"interface energy gamma = {gamma * joule_per_m2:.4f} J/m^2")
print(f"volume per formula unit = {cell_volume:.3f} nm^3")
print(f"oscillators per formula unit = {modes}")
print(f"quantum alpha = {1000 * quantum_alpha:.1f} meV")
print(f"quantum beta = {1000 * quantum_beta:.1f} meV")
print(f"static energy of beta above alpha = {static_offset:.3f} eV")
print(f"equilibrium temperature T0 = {T0:.2f} K")
print(f"entropy difference ds = {ds:.6f} eV/nm^3/K")
print(f"entropy difference per formula unit = {ds * cell_volume / kB:.4f} kB")
print(f"slope of dg at T0 = {slope:.6f} eV/nm^3/K")
print(f"divergence coefficient W*(T-T0)^2 = {coefficient:.4e} eV K^2")
print("T-T0 (K) | dg (eV/nm^3) | r* (nm) | W* (eV) | W*/kT | log10 exp(-W*/kT)")
for overshoot in (10, 25, 50, 100, 150, 200):
    T = T0 + overshoot
    dg = driving_force(T)
    w = sphere_barrier(dg)
    reduced = w / (kB * T)
    print(f"{overshoot:4d} | {dg:.5f} | {sphere_radius(dg):.3f} | {w:.3f} | "
          f"{reduced:.1f} | {-reduced / np.log(10):.1f}")
r_example = sphere_radius(dg_example)
w_example = sphere_barrier(dg_example)
units = 4 * pi * r_example**3 / (3 * cell_volume)
print("At T-T0 = 100 K:")
print(f"  surface cost at r* = {4 * pi * r_example**2 * gamma:.3f} eV")
print(f"  bulk gain at r* = {4 * pi * r_example**3 * dg_example / 3:.3f} eV")
print(f"  barrier W* = {w_example:.3f} eV = {w_example / hartree:.4f} hartree")
print(f"  formula units in critical nucleus = {units:.0f}")
for aspect, ratio in spheroid_ratios.items():
    print(f"  spheroid aspect {aspect:.1f}: barrier/sphere barrier = {ratio:.4f}")
for cosine, factor in lens_factors.items():
    print(f"  lens cos(theta) = {cosine:.2f}: barrier factor f = {factor:.4f}")
print(f"local power of W* at T-T0 = 1 K: {local_power(1.0):.4f}")
print(f"local power of W* at T-T0 = 100 K: {local_power(100.0):.4f}")
print(f"W* at T0+1 K (alpha to beta) = {w_near:.1f} eV")
print(f"W* at T0-1 K (beta to alpha) = {w_reverse:.1f} eV")
print(f"onset criterion W*/kT = {onset_ratio:.0f}")
print(f"onset overshoot, full = {onset:.2f} K")
print(f"onset overshoot, leading estimate = {onset_estimate:.2f} K")
print(f"onset temperature = {T0 + onset:.2f} K")
print(f"strain energy = {strain_energy:.3f} eV/nm^3")
print(f"strain shift of divergence, full = {strain_shift:.2f} K")
print(f"strain shift, estimate e/ds = {strain_energy / ds:.2f} K")
print(f"film thickness = {film_thickness:.1f} nm")
print(f"film cylinder at T-T0 = 10 K: radius = {r_film:.2f} nm")
print(f"film cylinder at T-T0 = 10 K: barrier = {w_film:.2f} eV")
print("tests ok")
```

Printed output:

```
interface energy gamma = 0.300 eV/nm^2
interface energy gamma = 0.0481 J/m^2
volume per formula unit = 0.040 nm^3
oscillators per formula unit = 9
quantum alpha = 38.0 meV
quantum beta = 34.0 meV
static energy of beta above alpha = 0.080 eV
equilibrium temperature T0 = 911.52 K
entropy difference ds = 0.002119 eV/nm^3/K
entropy difference per formula unit = 0.9837 kB
slope of dg at T0 = 0.002119 eV/nm^3/K
divergence coefficient W*(T-T0)^2 = 1.0073e+05 eV K^2
T-T0 (K) | dg (eV/nm^3) | r* (nm) | W* (eV) | W*/kT | log10 exp(-W*/kT)
  10 | 0.02120 | 28.307 | 1006.906 | 12679.7 | -5506.7
  25 | 0.05301 | 11.320 | 161.016 | 1995.2 | -866.5
  50 | 0.10606 | 5.657 | 40.218 | 485.4 | -210.8
 100 | 0.21229 | 2.826 | 10.038 | 115.2 | -50.0
 150 | 0.31867 | 1.883 | 4.455 | 48.7 | -21.2
 200 | 0.42518 | 1.411 | 2.502 | 26.1 | -11.3
At T-T0 = 100 K:
  surface cost at r* = 30.115 eV
  bulk gain at r* = 20.076 eV
  barrier W* = 10.038 eV = 0.3689 hartree
  formula units in critical nucleus = 2364
  spheroid aspect 0.5: barrier/sphere barrier = 1.3145
  spheroid aspect 2.0: barrier/sphere barrier = 1.2483
  lens cos(theta) = 0.25: barrier factor f = 0.6328
  lens cos(theta) = 0.50: barrier factor f = 0.3125
  lens cos(theta) = 0.75: barrier factor f = 0.0859
local power of W* at T-T0 = 1 K: -2.0000
local power of W* at T-T0 = 100 K: -2.0031
W* at T0+1 K (alpha to beta) = 100724.8 eV
W* at T0-1 K (beta to alpha) = 100732.5 eV
onset criterion W*/kT = 60
onset overshoot, full = 136.06 K
onset overshoot, leading estimate = 146.19 K
onset temperature = 1047.58 K
strain energy = 0.050 eV/nm^3
strain shift of divergence, full = 23.58 K
strain shift, estimate e/ds = 23.59 K
film thickness = 20.0 nm
film cylinder at T-T0 = 10 K: radius = 14.15 nm
film cylinder at T-T0 = 10 K: barrier = 266.78 eV
tests ok
```
